# How long do random simultaneous nuclei take to cover a surface?

**Question.** Flat crystalline islands start at random places on a substrate, all at the same moment, and spread sideways until they meet. How long do they take to cover 99 per cent of the surface, and how does that time depend on the density of nuclei and the speed of the island edges?

**Answer.** Let $N$ be the number of nuclei per unit area and $v$ the speed of an edge along its own normal. The only length that can be made from $N$ is $1/\sqrt N$, so the time must have the form

$$
t_{99}=\frac{C}{v\sqrt N},
$$

provided that no other length or time enters the problem. Doubling the edge speed halves the time, while halving it through nucleation takes four times as many nuclei. What remains is the number $C$.

The model is as follows. The nuclei are placed independently and uniformly on a surface much larger than $1/\sqrt N$. They have negligible initial size, and each grows as a disc of radius $vt$. Where two islands touch, growth stops, and the free parts of their edges continue at speed $v$. Coverage means covered area, whatever the height of the islands.

## Contact does not delay coverage

It might seem that islands blocking one another would slow the filling of the last gaps. For these discs they do not. Take a point $x$ whose nearest nucleus is $n$, and let $y$ be any point on the straight line from $n$ to $x$. For any other nucleus $m$, the triangle inequality gives

$$
|y-m|\ \ge\ |x-m|-|x-y|\ >\ |x-n|-|x-y|\ =\ |y-n| .
$$

The strict inequality holds because $n$ is nearer to $x$ than $m$ is. The last equality holds because $y$ lies on the line between $n$ and $x$. No island can reach a place sooner than its freely growing disc would, so island $n$ is the first to reach every $y$ on the path. The path stays open, and $x$ is covered at time $|x-n|/v$. The covered region is therefore the union of the free discs, with overlaps counted once.

## The probability that a point is still bare

A point is bare at time $t$ if no nucleus lies within the distance $R=vt$. Put $M$ independent nuclei on an area $A$. Each misses the disc of area $\pi R^2$ with probability $1-\pi R^2/A$, so all of them miss it with probability $(1-\pi R^2/A)^M$. With $M=NA$, the logarithm of this is

$$
NA\ln\left(1-\frac{\pi R^2}{A}\right)
=-N\pi R^2-\frac{N(\pi R^2)^2}{2A}-\dots
$$

As $A$ grows at fixed $N$ and $R$, only the first term survives. The mean bare fraction equals the probability that a given point is bare, so the mean covered fraction is

$$
\theta(t)=1-e^{-\pi N v^2t^2}.
$$

At early times $\theta\simeq\pi Nv^2t^2$, the summed area of separate discs. As the discs overlap more, the coverage falls increasingly below this sum. Setting the summed disc area equal to the surface area, $\pi Nv^2t^2=1$, gives a coverage of only $1-e^{-1}$, or 63 per cent.

For 99 per cent mean coverage the exponential must equal $1/100$:

$$
\pi N v^2t_{99}^2=\ln 100
\quad\Longrightarrow\quad
t_{99}=\sqrt{\frac{\ln 100}{\pi}}\,\frac{1}{v\sqrt N}
\simeq\frac{1.21}{v\sqrt N}.
$$

The free discs then have a total area 4.6 times that of the surface. This is the price of filling the few large gaps that a random pattern leaves.

## A numerical case

Take $N=0.04$ per µm² and $v=0.10$ µm/min. The mean spacing $1/\sqrt N$ is 5.0 µm, and

$$
t_{99}=\frac{1.2107}{0.10\times0.20}\ \text{min}=60.5\ \text{min},
$$

or about 1.01 h. Half the surface is covered after 23.5 min, so the second half takes much longer than the first. Going from 99 to 99.9 per cent takes the time from 60.5 to 74.1 min. Each further tenfold reduction of the bare area adds $\ln 10$ to $\pi Nv^2t^2$. An infinite random film has no finite time of complete closure, because the bare fraction is positive at every finite $t$.

The law was tested on a random pattern with a mean of 200,000 nuclei, by finding the arrival time at 400,000 random points. Of these points, 99 per cent were covered by 60.48 min, against 60.54 min from the formula.

For small changes, the logarithm of the formula gives

$$
\frac{\delta t_{99}}{t_{99}}=-\frac{\delta v}{v}-\frac{1}{2}\frac{\delta N}{N}.
$$

An edge speed that is 10 per cent too high in the estimate thus matters about as much as a nucleus density that is 20 per cent too high.

## Polygonal islands

Crystals often grow as polygons. Suppose all islands have the same convex shape and orientation, with every edge advancing at normal speed $v$. A regular polygon with $p$ edges at distance $vt$ from its centre consists of $2p$ right triangles with legs $vt$ and $vt\tan(\pi/p)$. Its area is

$$
c(vt)^2,\qquad c=p\tan(\pi/p),
$$

which gives $c=2\sqrt3$ for a hexagon and $c=3\sqrt3$ for a triangle.

The argument about open paths survives if distance is replaced by $\rho(d)=\max_k(\hat e_k\cdot d)$, where the $\hat e_k$ are the outward edge normals and $d$ points from the nucleus to the place reached. A free island arrives after the time $\rho/v$. A maximum of sums is no larger than the sum of the maxima, so $\rho(a+b)\le\rho(a)+\rho(b)$. Let $y$ lie a fraction $s$ of the way from $n$ to $x$, where $n$ is now the nucleus with the smallest $\rho(x-n)$. Then

$$
\rho(y-m)\ge\rho(x-m)-\rho(x-y)>\rho(x-n)-(1-s)\rho(x-n)=\rho(y-n).
$$

Island $n$ again arrives first along the whole path. The empty region around a bare point now has area $c(vt)^2$, so $\pi$ is replaced by $c$:

$$
t_{99}=\sqrt{\frac{\ln100}{c}}\,\frac1{v\sqrt N}.
$$

At the same $N$ and $v$, hexagons need 57.6 min and triangles 47.1 min. They are faster than discs because a polygon contains the disc of radius $vt$ and has additional area at its corners. These times assume that no island advances beyond its free polygon. Where aligned crystals merge, the concave corners between them are kink sites that can fill faster than a flat edge advances, and the film can then close considerably sooner than this formula says.

The proof needs equal orientation. If triangles occur in two orientations half a turn apart, a corner of one island can cut across the straight path of another. In a random pattern with equal chances of the two orientations, five places were examined on the path to each of 4000 points. For 3.7 per cent of the points, at least one of these places would have been reached first by another freely growing island. The union of free shapes is then no longer guaranteed to be the covered region, and the triangle formula is not established as exact for such a film. Within the model it still gives a lower bound on the time, because the free triangles have the same area in either orientation and blocking can only delay coverage.

## Nuclei that do not start together

Return to discs, and let nucleation attempts occur at the uniform rate $N/\tau$ per unit area during a period $\tau$. The argument about open paths still holds if $n$ is the island that reaches $x$ first and each island's starting time is added to its travel time. An attempt at time $s$ therefore covers a given point by time $t$ if it lies within $v(t-s)$. Attempts in separate short intervals are independent, so their probabilities of missing the point multiply and the exponents add. For $t>\tau$ the total exponent is

$$
\frac{\pi Nv^2}{\tau}\int_0^\tau(t-s)^2ds
=\pi Nv^2\left(t^2-t\tau+\frac{\tau^2}{3}\right)
=\pi Nv^2\left[\left(t-\frac{\tau}{2}\right)^2+\frac{\tau^2}{12}\right].
$$

Attempts on already covered ground may be included. Had such an attempt grown, its disc would have stayed inside the free disc of the older island that covered it, so it changes nothing. Here $N$ therefore counts attempts, and slightly fewer islands are seen.

Setting the exponent equal to $\ln100=\pi Nv^2t_{99}^2$, where $t_{99}$ is the time for simultaneous nuclei, gives

$$
t=\frac{\tau}{2}+\sqrt{t_{99}^2-\frac{\tau^2}{12}} .
$$

This holds only while $t>\tau$, that is for $\tau<\sqrt3\,t_{99}$, about 105 min here. For $\tau=10$ min this is 65.5 min. The delay of 4.9 min is close to $\tau/2$, the mean starting time. About 1 per cent of the attempts fall on covered ground.

## When the supply of atoms limits the edges

A constant edge speed makes a varying demand on the supply. Differentiating the coverage gives

$$
\frac{d\theta}{dt}=2\pi Nv^2t\,e^{-\pi Nv^2t^2}.
$$

The derivative of this rate vanishes when $2\pi Nv^2t^2=1$. Putting that time back gives the peak rate

$$
\left(\frac{d\theta}{dt}\right)_{\max}=v\sqrt{\frac{2\pi N}{e}},
$$

which is 3.04 per cent of the surface per minute in the example. The atoms captured must suffice to build film of the required thickness at this rate.

Suppose instead that the supply can cover at most a fraction $J$ of the surface per unit time, and that all free edges share it equally. All islands then keep a common free radius $R(t)$, and the geometry still gives $\theta=1-e^{-\pi NR^2}$. The free edge length per unit area is

$$
\ell(R)=\frac{d\theta}{dR}=2\pi NR\,e^{-\pi NR^2},
\qquad
\frac{dR}{dt}=\min\left(v,\frac{J}{\ell(R)}\right).
$$

While the cap acts, $d\theta/dt=J$, so a coverage gain $\Delta\theta$ takes the time $\Delta\theta/J$ instead of $\Delta R/v$.

Let $J$ be half the peak demand, 1.52 per cent per minute. The cap acts from $R=0.64$ to $3.83$ µm, while 79.3 per cent of the surface is being covered. This stage takes $79.3/1.52\simeq52$ min instead of $(3.83-0.64)/0.10\simeq32$ min. The 99 per cent time rises by about 20 min, to 80.7 min.

This also shows where the scaling fails. With a fixed cap, 99 per cent coverage can never take less than $0.99/J$, here about 65 min. If $v\sqrt N$ is made very large at fixed $J$, the time approaches that bound, and further nuclei or faster edge kinetics bring almost no gain.

## How much the random placement costs

Compare the random pattern with a triangular lattice of nuclei at the same $N$ and $v$. For lattice spacing $a$, the area per nucleus is $\sqrt3a^2/2=1/N$. The last points covered are the centres of the triangles, at distance $a/\sqrt3$ from the nearest nuclei. Hence

$$
R^2=\frac{a^2}{3}=\frac{2}{3\sqrt3\,N},
\qquad
t_{\text{full}}=\sqrt{\frac{2}{3\sqrt3}}\,\frac1{v\sqrt N}
\simeq\frac{0.620}{v\sqrt N}.
$$

The lattice closes completely in 31.0 min, about half the time that the random pattern needs for 99 per cent.

Real patterns can lie between these cases, since a growing island may capture atoms that would otherwise form a nucleus nearby. As a simple model of this, nuclei were placed one after another at random, and any closer than 2.5 µm to an earlier one was rejected. At the same final density, the simulated 99 per cent time was about 49 min.

## What one field of view shows

The formula gives a mean over a large film. A small field may happen to contain a large gap or none. Let $q=0.01$ be the mean bare fraction and $R=vt_{99}=6.05$ µm. Two points a distance $r$ apart are both bare if the union of their two discs of radius $R$ contains no nucleus. The union has area $2\pi R^2-L(r)$, where $L$ is the overlap of the discs, so the joint probability is

$$
e^{-N[2\pi R^2-L(r)]}=q^2e^{NL(r)},
\qquad
L(r)=2R^2\arccos\frac{r}{2R}-\frac r2\sqrt{4R^2-r^2}
$$

for $r<2R$, and $L=0$ beyond. Subtracting $q^2$ and averaging over all pairs of points in a field of area $A$ gives the variance of the bare fraction,

$$
\sigma_q^2=\frac{q^2}{A}\int_0^{2R}\left(e^{NL(r)}-1\right)2\pi r\,dr .
$$

Here opposite sides of the field are joined, which removes its borders. At fixed mean coverage the integral scales as $1/N$, so $\sigma_q$ falls as $1/\sqrt{NA}$.

A square field of side 100 µm contains 400 nuclei on average, and the formula gives $\sigma_q=0.50$ per cent of the field. A sample of 400 such fields gave 0.55 per cent. The bare area at 60.5 min is thus 1 per cent on average, with a standard deviation half as large as the mean. Dividing $\sigma_q$ by the covering rate at that time, $2\pi Nv^2t_{99}q\simeq0.152$ per cent per minute, gives a spread of about 3.3 min in the time at which a field reaches 99 per cent.

## Beside a real growth process

The chosen density, $4\times10^6$ per cm², and edge speed, 6 µm/h, are round values for micrometre-scale islands growing for about an hour, not measurements. Nucleus density depends strongly on substrate, temperature and flux. A density one hundred times higher at the same edge speed would bring the ideal time down to about 6 min, if the supply could keep up.

In a real growth process the edge speed need not stay constant. Of the departures sized here as delays, the supply cap at half the peak demand is the largest, at about 20 min. Aligned triangles or a minimum separation of nuclei shorten the time by about 13 and 11 min respectively. These shifts were found one at a time, with the other settings held fixed, and need not add. The supply cap, the nucleation period, the aligned polygons and the minimum separation, each at the size chosen here, change the ideal hour by about a third or less, while a perfect lattice of nuclei roughly halves it. That is not a general error bound: a smaller supply $J$ lengthens the time without limit, since it can never be less than $0.99/J$. Clustering of nuclei at substrate steps or defects has not been sized. The values used here are collected in the numerical output below.

## Numbers as computed

```
Nucleus density N: 0.04 per um^2
Edge speed v: 0.10 um/min
Mean spacing 1/sqrt(N): 5.00 um
ln(100): 4.6052
99 % prefactor: 1.2107
pi N v^2: 0.001257 per min^2
50 % time: 23.49 min
99 % time, derived: 60.54 min = 1.009 h
99 % time, sampled: 60.48 min
99.9 % time: 74.14 min
Free disc radius at 99 % time: 6.05 um
Coverage at 10 min, derived / sampled: 11.81 / 11.79 %
Coverage at 20 min, derived / sampled: 39.51 / 39.44 %
Coverage at 40 min, derived / sampled: 86.61 / 86.67 %
Coverage at 60 min, derived / sampled: 98.92 / 98.93 %
Aligned hexagon prefactor, derived / sampled: 1.153 / 1.152
Aligned hexagon 99 % time: 57.6 min
Aligned triangle prefactor, derived / sampled: 0.941 / 0.939
Aligned triangle 99 % time: 47.1 min
Cut straight paths, discs: 0.0 %
Cut straight paths, aligned triangles: 0.0 %
Cut straight paths, twinned triangles: 3.7 %
Nucleation period: 10 min
99 % time with this period, derived / sampled: 65.47 / 65.63 min
Delay from nucleation period: 4.93 min
Attempts on covered ground, derived / sampled: 1.03 / 1.06 %
Peak covering rate: 3.04 % of surface per min
Capped covering rate: 1.52 % of surface per min
Cap acts between radii: 0.64 and 3.83 um
Coverage gained under cap: 79.3 %
99 % time with cap, derived / integrated: 80.70 / 80.70 min
Delay from supply cap: 20.2 min
Triangular-lattice full-coverage prefactor: 0.6204
Triangular-lattice full-coverage time: 31.0 min
Minimum nucleus separation: 2.5 um
99 % time with separation, sampled: 49 min
Square field side: 100 um
Mean number of nuclei in field: 400
Bare-area standard deviation, derived / sampled: 0.50 / 0.55 % of field
99 % time standard deviation, linear / sampled: 3.3 / 3.4 min
```
